# When an amphoteric surface site equals two independent half-charged groups

## Two site models, one surface charge

An oxide surface carries 4.0 amphoteric sites per nm², with acidity exponents 8.699 and 9.301 and charges $-1$, 0 and $+1$. Another carries 8.0 groups per nm², with the single exponent 9.000 and charges $\pm\tfrac12$. In 10 mM salt at pH 6, behind the same double layer, both acquire a charge of 5.62 µC/cm², a surface potential of 173.0 mV and a diffuse-layer potential of 116.7 mV. The agreement is exact, and this requires the gap between the first two exponents to be $\log_{10}4$, or 0.602.

## Conventions and the exact statement

The amphoteric site loses its protons in two steps:

$$\mathrm{SOH_2^+}\rightleftharpoons \mathrm{SOH}+\mathrm{H^+}\;(K_1),\qquad \mathrm{SOH}\rightleftharpoons \mathrm{SO^-}+\mathrm{H^+}\;(K_2).$$

The half-charged group has one step, $\mathrm{SH}^{+1/2}\rightleftharpoons \mathrm{S}^{-1/2}+\mathrm{H^+}$, with constant $K$. All constants are intrinsic: they are written with the proton activity at the surface,

$$h=a_{\rm H}\,e^{-e\psi_0/kT},\qquad a_{\rm H}=10^{-\mathrm{pH}}.$$

The exponential appears because a proton brought from the bulk to the mean surface potential $\psi_0$ gains the energy $e\psi_0$. Each binding step raises the charge by one full unit, also when it runs from $-\tfrac12$ to $+\tfrac12$, so the same $h$ serves both models.

The statement is this. If $K_1=4K_2$, one amphoteric site has, at every $h$, the same mean charge and the same charge distribution as two independent, identical half-charged groups with $K=\sqrt{K_1K_2}$. Three conditions belong to it:

- The first constant is the larger one. The reverse ratio, $K_2=4K_1$, does not work.
- $N$ amphoteric sites per area correspond to $2N$ half-charged groups.
- Both models use the same mean potential $\psi_0$ and the same double layer, and no other ion binds to individual groups.

## Charge of the amphoteric site

Mass action gives

$$K_2=\frac{h[\mathrm{SO^-}]}{[\mathrm{SOH}]},\qquad K_1=\frac{h[\mathrm{SOH}]}{[\mathrm{SOH_2^+}]}.$$

Relative to $\mathrm{SO^-}$, the populations are therefore

$$1\;:\;\frac{h}{K_2}\;:\;\frac{h^2}{K_1K_2}.$$

Define $r=K_1/K_2$ and $y=h/\sqrt{K_1K_2}=e^u$. Then

$$\frac{h}{K_2}=y\,\frac{\sqrt{K_1K_2}}{K_2}=\sqrt r\,y,\qquad \frac{h^2}{K_1K_2}=y^2,$$

and the sum of the weights is $\Xi=1+\sqrt r\,y+y^2$. The mean charge per site, in units of $e$, is the weight of $\mathrm{SOH_2^+}$ minus that of $\mathrm{SO^-}$, divided by $\Xi$. Dividing numerator and denominator by $y$ gives

$$q=\frac{y^2-1}{1+\sqrt r\,y+y^2}=\frac{y-y^{-1}}{y+y^{-1}+\sqrt r}=\frac{2\sinh u}{2\cosh u+\sqrt r}.\tag{1}$$

The charge vanishes at $u=0$. With no mean charge there is no mean potential, so this happens at the bulk value $\mathrm{pH}_0=(\mathrm{p}K_1+\mathrm{p}K_2)/2$. In general

$$u=\ln 10\,(\mathrm{pH}_0-\mathrm{pH})-\frac{e\psi_0}{kT}.\tag{2}$$

## The pair of half-charged groups

One group has weight 1 when empty and $h/K$ when protonated. Two independent groups have the product of their weights:

$$\left(1+\frac hK\right)^2=1+\frac{2h}{K}+\frac{h^2}{K^2}.$$

States with zero, one and two protons carry total charges $-1$, 0 and $+1$, as the amphoteric site does. Matching the coefficients of $h$ and $h^2$ gives

$$\frac1{K_2}=\frac2K,\qquad \frac1{K_1K_2}=\frac1{K^2}\quad\Rightarrow\quad K_2=\frac K2,\qquad K_1=2K.\tag{3}$$

Hence $r=4$. Either of two protons can leave the full pair, which doubles $K_1$. A proton returning to the empty pair finds two places, which halves $K_2$. The factor four is this counting and contains no energy.

With $r=4$, equation (1) simplifies through $\sinh u=2\sinh(u/2)\cosh(u/2)$ and $\cosh u+1=2\cosh^2(u/2)$:

$$q=\frac{\sinh u}{\cosh u+1}=\tanh\frac u2.\tag{4}$$

The direct calculation for the groups agrees. Each has mean charge $\tfrac12(y-1)/(y+1)$, and two of them have $(y-1)/(y+1)=\tanh(u/2)$.

The distribution agrees too, because all three weights match. With $p=y/(1+y)$ the protonated fraction of the groups,

$$P(-1)=(1-p)^2,\qquad P(0)=2p(1-p),\qquad P(+1)=p^2.\tag{5}$$

Evaluated from mass action at 161 equally spaced points in $-8\le u\le8$, the two mean charges differ by at most $2.2\times10^{-16}$ e per site, which is rounding error. With the ratio reversed, the largest difference is 0.196 e per site.

The equality can survive beyond the mean-field description. Suppose the electrostatic energy of the whole surface depends on the set of total site charges alone, whatever that dependence is. The two arrangements of a singly protonated pair then have equal energy, and the counting weights $1:2:1$ enter both partition functions identically. The equality is lost when the two groups sit at different places and the energy resolves their positions.

## Why no other ratio works

Suppose two identical groups reproduce the site at all $h$. Their charge vanishes at $h=K$ and that of the site at $h=\sqrt{K_1K_2}$, so these must be equal. What remains is the slope at zero charge. For small $u$, $\sinh u\approx u$ and $\cosh u\approx1$, so (1) gives

$$\left.\frac{dq}{du}\right|_0=\frac{2}{2+\sqrt r}.\tag{6}$$

For the identical groups, $\tanh(u/2)$ has slope $\tfrac12$. Equality requires $\sqrt r=2$, hence $r=4$.

The slope is also the charge variance. The mean number of protons is $\langle n\rangle=d\ln\Xi/du$, since each proton contributes a factor $e^u$. A second derivative gives $d\langle n\rangle/du=\langle n^2\rangle-\langle n\rangle^2$. As $q=\langle n\rangle-1$, the left side is $dq/du$ and the right side is the variance of the site charge. This decides what the other ratios mean.

**Ratio above four.** The sum of weights factorises into two unequal half-charged groups:

$$1+\frac h{K_2}+\frac{h^2}{K_1K_2}=\left(1+\frac h{K_a}\right)\left(1+\frac h{K_b}\right).$$

The $h^2$ terms require $K_aK_b=K_1K_2$. The $h$ terms require $(K_a+K_b)/(K_aK_b)=1/K_2$, so $K_a+K_b=K_1$. The two constants are the roots of $X^2-K_1X+K_1K_2=0$:

$$K_{a,b}=\frac{K_1}{2}\left(1\pm\sqrt{1-\frac4r}\right).\tag{7}$$

For $r=100$ they are 9.899 and 0.101 times $\sqrt{K_1K_2}$. A titration curve with a large gap thus fits one interacting site and two different independent groups equally well, and cannot by itself decide between them.

**Ratio below four.** The roots are complex. The variance shows that no independent pair exists, equal or unequal. A group with charges $\pm\tfrac12$ has variance $p(1-p)\le\tfrac14$, so two independent groups reach at most $\tfrac12$. Equation (6) gives 0.667 for $r=1$ and 0.800 for $r=\tfrac14$. Such a site favours its charged states more than independent binding allows: its protons bind cooperatively.

**Far from zero charge.** For $e^u$ much larger than both 1 and $\sqrt r$, divide (1) by $e^u$ above and below and keep the leading correction: $q\approx1-\sqrt r\,e^{-u}$. The ratio then sets how slowly the site saturates, and the equivalent pair has $1-2e^{-u}$.

## What the ratio says about interaction

Let two full charges on the group positions repel with energy $w$ in units of $kT$, and let the actual charges $q_1,q_2=\pm\tfrac12$ interact as $wq_1q_2$. The energy is $+w/4$ for zero or two protons and $-w/4$ for one. The weights become

$$e^{-w/4}\;:\;\frac{2h}{K}e^{w/4}\;:\;\frac{h^2}{K^2}e^{-w/4}.$$

Applying the definitions of the stepwise constants to these populations gives

$$K_2=\frac K2e^{-w/2},\qquad K_1=2Ke^{w/2},\qquad r=4e^w.\tag{8}$$

The product $K_1K_2=K^2$ is unchanged, so the pH of zero charge stays put. The gap widens to $0.602+w/\ln10$. For two identical groups, a ratio of four therefore means that the protons of a site do not interact beyond the mean potential they share.

For alumina the half charges have a simple reading. If an $\mathrm{Al^{3+}}$ ion shares its charge equally among six oxygen neighbours, each bond receives $+\tfrac12$. An OH group bound to one aluminium then has charge $-2+1+\tfrac12=-\tfrac12$, and with a second proton $+\tfrac12$.

## The double layer

Charge and potential must be found together. A Stern layer of capacitance $C$ separates the surface from the start of the diffuse layer, where the potential is $\psi_d$:

$$\sigma_0=eNq,\qquad \sigma_0=C(\psi_0-\psi_d).\tag{9}$$

In the diffuse layer of a monovalent salt with number density $n$, let $\phi=e\psi/kT$. The charge density is $en(e^{-\phi}-e^{\phi})=-2en\sinh\phi$, and Poisson's equation reads

$$\phi''=\lambda^{-2}\sinh\phi,\qquad \lambda^2=\frac{\varepsilon\varepsilon_0kT}{2e^2n}.$$

Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:

$$\tfrac12\phi'^2=\lambda^{-2}(\cosh\phi-1)=2\lambda^{-2}\sinh^2\frac\phi2,\qquad \phi'=-\frac2\lambda\sinh\frac\phi2.$$

The minus sign makes the potential decay outward. The charge balancing the diffuse layer is $-\varepsilon\varepsilon_0\psi'$ at its start. Using $\varepsilon\varepsilon_0kT/e=2en\lambda^2$,

$$\sigma_0=4en\lambda\,\sinh\frac{e\psi_d}{2kT}=\sqrt{8\varepsilon\varepsilon_0kTn}\,\sinh\frac{e\psi_d}{2kT}.\tag{10}$$

The solution is unique. By (9) and (10), $\psi_0$ rises with $\sigma_0$. The site charge falls with $\psi_0$, because $u$ falls and $dq/du$ is a positive variance. A rising and a falling curve cross once. Site models with the same $q(u)$ and the same $N$ thus give the same $\sigma_0$, $\psi_0$ and $\psi_d$.

**Implementation.** Take $\psi_d$ as the unknown, compute $\sigma_0$ from (10), $\psi_0=\psi_d+\sigma_0/C$, $u$ from (2) and $q$ from (1) or (4), and find the zero of $eNq-\sigma_0$. The root lies between $\psi_d=0$ and $\psi_d=\psi_N$, where $\psi_N=(kT/e)\ln10\,(\mathrm{pH}_0-\mathrm{pH})$. For $\psi_N>0$ the difference is positive at the first end. At the second, $\psi_0>\psi_N$ makes $u$ and $q$ negative while $\sigma_0$ is positive, so the difference is negative. For $\psi_N<0$ all signs reverse.

## Worked example: an acidic alumina slurry

The parameters are round and roughly those of an alumina polishing slurry: $\mathrm{pH}_0=9$, $N=4.0$ nm⁻², $C=100$ µF/cm², 10 mM salt, pH 6 and 298.15 K. One charge per site amounts to 64.09 µC/cm², $kT/e$ is 25.69 mV, and the Debye length $\lambda$ is 3.04 nm.

The solution has $y=1.1924$ at the surface, so $q=0.1924/2.1924=0.0878$ and

$$\sigma_0=64.09\times0.0878\approx5.6\ \text{µC/cm}^2.$$

The Stern layer drops $5.62/100$ V, or 56 mV, between 173 mV and 117 mV. In (10) the prefactor $4en\lambda$ is 1.17 µC/cm² and $\sinh[116.7/(2\times25.69)]=4.79$; their product is again 5.6 µC/cm².

The protonated fraction of the half-charged groups is $p=0.5439$. Equation (5) gives 0.208 for $\mathrm{SO^-}$, 0.496 for SOH and 0.296 for $\mathrm{SOH_2^+}$, the populations found from the amphoteric equilibria. Half of the sites are charged, yet the net charge is below a tenth of a unit per site.

The surface potential nearly reaches $\psi_N=3\times2.303\times25.69=177.5$ mV. To see why, write (2) as $u=e(\psi_N-\psi_0)/kT$ and use the slope (6):

$$\sigma_0\approx C_s(\psi_N-\psi_0),\qquad C_s=\frac{e^2N}{kT}\,\frac{2}{2+\sqrt r}.\tag{11}$$

For $r=4$, $C_s=\tfrac12\times64.09/0.02569\approx1250$ µF/cm², far above the Stern capacitance. A shortfall of 4.5 mV suffices to supply the charge. The sites act as a stiff source of potential, and the double layer determines how much charge is drawn.

At pH 7 and 8 the charge falls to 3.01 and 1.20 µC/cm², and at pH 10 it is $-1.20$ µC/cm². Both site models give these values. The antisymmetry about pH 9 follows from (1) and (10), which are odd in $u$ and $\psi_d$.

## Where the model fails, and by how much

Each estimate below changes one feature and holds the remaining parameters fixed, unless stated. The changes are not additive.

**Repulsion within the site.** Two groups 0.30 nm apart lie on the boundary between water ($\varepsilon=78.4$) and oxide ($\varepsilon=10$). The field of a charge on a flat boundary is radial and equal on both sides. Gauss's law, with half of the sphere in each medium, then yields Coulomb's law with the mean permittivity 44.2. Without ionic screening,

$$w=\frac{e^2}{4\pi\varepsilon_0\,(44.2)\,(0.30\ \text{nm})\,kT}=4.23.$$

By (8) the ratio is about 270 and the gap 2.4. The charge falls to 4.96 µC/cm² and $\psi_d$ to 110 mV. This is an order-of-magnitude estimate: a bulk permittivity is doubtful at 0.3 nm, where a lower value would raise $w$, and screening, which lowers $w$, is not negligible, since the local screening length at the start of the diffuse layer, $\lambda/\sqrt{\cosh\phi_d}$ with $\phi_d=e\psi_d/kT$, is only 0.44 nm. It also counts the mean interaction between the partners twice, once in $w$ and once in $\psi_0$. The partner's mean charge is about 0.04 e, which times $w$ gives 0.16 $kT$, or some 4 mV of the 13 mV by which $\psi_0$ falls. At a given $w$, the estimate therefore overstates the effect of repulsion within the pair. Moreover, 8 groups per nm² have a mean spacing near 0.35 nm, so neighbours on other sites are about as close as the partner. Their correlations are not included, so the estimate describes the pair alone and settles neither the size nor the sign of the correction for a whole surface.

The ratio of constants changes by a factor near 70, while the charge changes by 12 %. Equation (11) explains this: $C_s$ drops to about 270 µF/cm², still well above the differential capacitance of the Stern and diffuse layers in series, which is about 50 µF/cm² here. Through that series capacitance, a fall of 13 mV in $\psi_0$ costs only about 0.7 µC/cm². With a gap of 4, $C_s$ is only about 50 µF/cm². The linear equation (11) is then only a rough guide, because $u$ reaches 1.8 and $\sinh u$ in (1) grows faster than $u$. With the full equation (1), the sites take up 47 mV of the available 177.5 mV, and the charge falls to 3.61 µC/cm², with $\psi_d=95$ mV.

**Anion pairing.** Let an anion bind at the start of the diffuse layer to a positive group, with constant $K_A=0.5$ L/mol. At salt concentration $c$ the added weight factor is $b=K_Ac\,e^{e\psi_d/kT}$. The weight sums for the two models become

$$1+2y+y^2(1+b)\qquad\text{and}\qquad [1+y(1+b)]^2.$$

They differ. In the half-charged model a singly protonated pair contains a positive group and can bind an anion; in the amphoteric model the same state is a neutral SOH and cannot. Equality would need the neutral site to bind with weight $b$, and $\mathrm{SOH_2^+}$ to hold up to two anions with total weight $(1+b)^2$.

An implementation now balances the proton charge minus the bound anion charge against (10), while (9) still contains the proton charge alone. The amphoteric sites reach 7.65 µC/cm² with $\psi_d=98$ mV, the half-charged groups 9.45 µC/cm² with $\psi_d=78$ mV. Bound anions raise the proton charge and lower the diffuse-layer potential. A pairing constant fitted in one model must not be carried over to the other. Cation pairing is left out: with an equal constant, its factor $K_Ac\,e^{-e\psi_d/kT}$ would be below $10^{-3}$ here.

**Slip plane.** The zeta potential belongs to the plane where liquid starts to move, which may lie beyond the start of the diffuse layer. Since $d\ln\tanh(\phi/4)/d\phi=1/[2\sinh(\phi/2)]$, the first integral above gives

$$\tanh\frac{\phi(x)}4=\tanh\frac{\phi_d}4\;e^{-x/\lambda}.$$

At $x=0.5$ nm the potential is 87 mV instead of 117 mV. The loss is large although $x$ is a sixth of the Debye length, because the decay is steeper than exponential at high potential.

**Ion size and curvature.** The anion concentration at the start of the diffuse layer is 0.94 mol/L. Let ions occupy cells of edge $a=0.6$ nm, at most one per cell. With $\nu=2na^3$, a cell is empty with bulk probability $1-\nu$, and the potential multiplies the two ion weights by $e^{\mp\phi}$. This divides the charge density by $1-\nu+\nu\cosh\phi$. The result is 5.55 µC/cm² and $\psi_d=117.5$ mV, a minor change. For a particle of radius 50 nm, the charge at the same $\psi_d$ is 2 % higher than on a plane.

**Heating.** Take a pad at 323 K, a water permittivity of 70 and an assumed proton-binding enthalpy $\Delta H=-40$ kJ/mol for both steps, which keeps $r=4$. Each binding constant $K_b$ is the inverse of an acidity constant, so its decimal logarithm is the acidity exponent, and it obeys $d\ln K_b/d(1/T)=-\Delta H/R$. Integration at constant $\Delta H$ gives

$$\mathrm{pH}_0(T)=\mathrm{pH}_0(T_0)-\frac{\Delta H}{R\ln10}\left(\frac1T-\frac1{T_0}\right)=8.46.$$

At an unchanged pH of 6, the charge drops to 4.22 µC/cm² and $\psi_d$ to 112 mV.

**Comparison with real slurries.** A zero-charge pH near 9 and several groups per nm² are reasonable rough values for alumina. A diffuse-layer potential of 117 mV is far from typical as a zeta potential; measured values are usually some tens of millivolts. Anion pairing and a displaced slip plane both act in the right direction, and each moves the number by some 20 to 40 mV here. The shifts do not add: together they leave 76 mV for the amphoteric sites and about 63 mV for the half-charged groups, so they are not shown to account for the whole difference. Real alumina also exposes several kinds of hydroxyl group, and slurry additives adsorb on them, so a single site type is an idealisation. The equivalence justifies replacing one site description by the other when $K_1=4K_2$ and specific binding is negligible. It does not show that a given oxide has that ratio.

The numerical output below lists the values at full printed precision.

## Values computed for the example and the checks

```
pK gap for ratio four: 0.6021
largest charge difference, K1 = 4 K2: 2.2e-16 e per site
largest charge difference, K2 = 4 K1: 0.1957 e per site
dq/du at zero charge, K1/K2 = 0.25: 0.8000
dq/du at zero charge, K1/K2 = 1: 0.6667
dq/du at zero charge, K1/K2 = 4: 0.5000
dq/du at zero charge, K1/K2 = 100: 0.1667
K1/K2 = 100, unequal group constants / sqrt(K1 K2): 9.8990, 0.1010
input pH of zero charge 9.0, slurry pH 6.0, T 298.15 K
input pK1 8.699, pK2 9.301, half-group pK 9.000
input amphoteric sites 4.0 per nm2, half groups 8.0 per nm2
input Stern capacitance 100 uF/cm2, salt 10 mM, water permittivity 78.4
charge of one e per amphoteric site: 64.09 uC/cm2
thermal voltage 25.693 mV, Debye length 3.040 nm
pH 6, amphoteric sites: sigma0 5.62 uC/cm2, psi0 173.0 mV, psid 116.7 mV
pH 6, half-charged groups: sigma0 5.62 uC/cm2, psi0 173.0 mV, psid 116.7 mV
pH 6, surface y = 1.1924, mean charge q = 0.0878 e
pH 6, fractions SO- 0.2080, SOH 0.4961, SOH2+ 0.2958
pH 6, protonated fraction of half groups: 0.5439
pH 5: sigma0 two-pK 8.93, half groups 8.93 uC/cm2; psid 140.1 mV
pH 6: sigma0 two-pK 5.62, half groups 5.62 uC/cm2; psid 116.7 mV
pH 7: sigma0 two-pK 3.01, half groups 3.01 uC/cm2; psid 85.8 mV
pH 8: sigma0 two-pK 1.20, half groups 1.20 uC/cm2; psid 46.2 mV
pH 9: sigma0 two-pK 0.00, half groups 0.00 uC/cm2; psid 0.0 mV
pH 10: sigma0 two-pK -1.20, half groups -1.20 uC/cm2; psid -46.2 mV
pH 11: sigma0 two-pK -3.01, half groups -3.01 uC/cm2; psid -85.8 mV
repulsion estimate: distance 0.30 nm, oxide permittivity 10, mean 44.2
repulsion w 4.23 kT, K1/K2 274, pK gap 2.44
with this repulsion: sigma0 4.96 uC/cm2, psi0 160.0 mV, psid 110.4 mV
with pK gap 4: sigma0 3.61 uC/cm2, psi0 130.8 mV, psid 94.7 mV
input anion pairing constant: 0.5 L/mol
paired anions, amphoteric sites: sigma0 7.65 uC/cm2, psi0 174.2 mV, psid 97.7 mV
paired anions, half-charged groups: sigma0 9.45 uC/cm2, psi0 172.4 mV, psid 77.9 mV
potential at slip plane 0.5 nm further out: 87.1 mV
counterion concentration at the Stern plane: 0.94 mol/L
ions of 0.6 nm size: sigma0 5.55 uC/cm2, psi0 173.0 mV, psid 117.5 mV
curvature, radius 50 nm: charge at equal psid higher by 2.08 %
hot pad: T 323.15 K, water permittivity 70, binding enthalpy -40 kJ/mol, zero charge pH 8.46
hot pad: sigma0 4.22 uC/cm2, psi0 153.9 mV, psid 111.8 mV
```
